# Dresselhaus Coefficient in the 14-Band Model and Its Vanishing in Diamond

An electron near the bottom of the \(\Gamma_{6c}\) conduction band of a zinc-blende crystal has a spin splitting that grows as \(k^3\). This problem derives its coefficient from the 14-band model and asks what inversion symmetry does to it.

The model keeps three sets of orbitals at \(\mathbf k=0\), each with two spins: the conduction singlet \(S\) (\(\Gamma_{1c}\)), the valence triplet \(X,Y,Z\) (\(\Gamma_{5v}\)) and the higher conduction triplet \(X',Y',Z'\) (\(\Gamma_{5c}\)). All other bands are omitted. Rydberg atomic units are used, so the kinetic energy is \(p^2\). Replacing \(\mathbf p\) by \(\mathbf p+\mathbf k\) gives the coupling \(2\mathbf k\cdot\mathbf p\) and the term \(k^2\), which shifts all 14 states equally and drops out of energy differences. The small \(\mathbf k\)-dependent part of the spin-orbit operator is neglected.

## (a) Which couplings are allowed?

**Find the momentum and spin-orbit matrix elements permitted by the zinc-blende point group \(T_d\) and by time reversal.**

Choose real orbitals. Since \(\mathbf p=-i\nabla\), its matrix elements are then imaginary and change sign when the two orbitals are exchanged.

The twofold rotation about \(x\) keeps \(S\), \(X\), \(p_x\) and reverses \(Y\), \(Z\), \(p_y\), \(p_z\); the rotations about \(y\) and \(z\) act likewise. An element between \(S\) and a triplet therefore needs equal letters, and one between triplet orbitals needs three different letters, as in \(\langle X|p_y|Z'\rangle\). Threefold rotations and the mirrors that exchange two axes make all allowed elements of one kind equal:

\[
\langle S|2p_x|X\rangle=iP,\qquad \langle S|2p_x|X'\rangle=iP',\qquad \langle X|2p_y|Z'\rangle=iQ .
\]

Within one triplet, the mirror \(x\leftrightarrow z\) gives \(\langle X|p_y|Z\rangle=\langle Z|p_y|X\rangle\), while exchange of real orbitals gives the opposite sign. The element is zero.

The spin-orbit operator has the form \((\nabla V\times\mathbf p)\cdot\boldsymbol\sigma\). Its orbital part is an axial vector, which acquires an extra minus sign under a mirror. The mirror \(y\leftrightarrow z\) thereby forbids a coupling of \(S\) to \(X\) or \(X'\). Between triplet orbitals the elements are antisymmetric in the letters, so they are proportional to

\[
(L_j)_{ab}=-i\varepsilon_{jab},
\]

the matrices of angular momentum 1. The spin-orbit blocks are \(\tfrac{\Delta}{3}\mathbf L\cdot\boldsymbol\sigma\) in the valence triplet, \(\tfrac{\Delta'}{3}\mathbf L\cdot\boldsymbol\sigma\) in the conduction triplet and \(\tfrac{\Delta^-}{3}\mathbf L\cdot\boldsymbol\sigma\) between them. From \(\mathbf L\cdot\boldsymbol\sigma=j(j+1)-2-\tfrac34\), the eigenvalue is \(1\) for \(j=\tfrac32\) (\(\Gamma_8\)) and \(-2\) for \(j=\tfrac12\) (\(\Gamma_7\)).

Set \(\Delta^-=0\) until part (e), and put the energy zero at \(\Gamma_{6c}\). The levels are

\[
\Gamma_{8v}:-E_g,\quad \Gamma_{7v}:-E_7,\quad \Gamma_{7c}:D,\quad \Gamma_{8c}:D_8,
\qquad E_7=E_g+\Delta,\quad D_8=D+\Delta'.
\]

## (b) The third-order Hamiltonian

**Write the effective \(2\times2\) Hamiltonian of \(\Gamma_{6c}\) at third order in \(\mathbf k\).**

The coupling \(2\mathbf k\cdot\mathbf p\) has no element within \(S\), so the third-order terms containing such an element vanish. What remains is a walk from \(S\) through two intermediate states and back. Because momentum has no elements inside a triplet, the walk visits both triplets. With \(K_{ab}=\sum_c|\varepsilon_{abc}|k_c\), the blocks are

\[
V_{Sv}=iP\,\mathbf k^T,\qquad V_{vc}=iQK,\qquad V_{cS}=-iP'\,\mathbf k .
\]

The last sign comes from Hermitian conjugation. Let \(G_v=(0-H_v)^{-1}\) and \(G_c=(0-H_c)^{-1}\), where \(H_v\) and \(H_c\) are the triplet blocks at \(\mathbf k=0\). Then \(H_3=T+T^\dagger\), where \(T^\dagger\) is the walk in the reverse order and

\[
T=V_{Sv}G_vV_{vc}G_cV_{cS}=iPP'Q\;\mathbf k^TG_vKG_c\,\mathbf k ,
\]

since \(i\cdot i\cdot(-i)=i\). Reversing the sign of all orbitals in any one set changes two of the three factors, so \(PP'Q\) does not depend on that choice.

## (c) The spin algebra

**Extract the spin-dependent part of \(H_3\).**

Each resolvent takes one value for \(j=\tfrac32\) and another for \(j=\tfrac12\), so it is linear in \(\mathbf L\cdot\boldsymbol\sigma\):

\[
G_v=g_0+g_1\mathbf L\cdot\boldsymbol\sigma,\qquad G_c=h_0+h_1\mathbf L\cdot\boldsymbol\sigma .
\]

The definition of \(L_j\) gives

\[
(\mathbf L\cdot\boldsymbol\sigma\,\mathbf k)_a=-i\sum_{bj}\varepsilon_{abj}k_b\sigma_j=-i(\mathbf k\times\boldsymbol\sigma)_a,
\qquad
\mathbf k^T\mathbf L\cdot\boldsymbol\sigma=+i(\mathbf k\times\boldsymbol\sigma)^T .
\]

The second sign differs because \(L_j\) is antisymmetric. With \(\mathbf A=\mathbf k\times\boldsymbol\sigma\),

\[
\frac{T}{iPP'Q}=g_0h_0\,\mathbf k^TK\mathbf k+i(g_1h_0-g_0h_1)\,\mathbf A\cdot K\mathbf k+g_1h_1\,\mathbf A^TK\mathbf A .
\]

The first term is the real number \(6g_0h_0k_xk_yk_z\). In the last, the symmetry of \(K\) leaves only the anticommutators \(\tfrac12\{A_a,A_b\}\), which are real numbers because \(\{\sigma_i,\sigma_j\}=2\delta_{ij}\). Multiplied by \(i\), both terms are anti-Hermitian and cancel against \(T^\dagger\).

For the middle term, \(K\mathbf k=2\mathbf u\) with \(\mathbf u=(k_yk_z,\,k_zk_x,\,k_xk_y)\), and \((\mathbf k\times\boldsymbol\sigma)\cdot\mathbf u=\boldsymbol\sigma\cdot(\mathbf u\times\mathbf k)\). The first component is

\[
(\mathbf u\times\mathbf k)_x=k_zk_x\,k_z-k_xk_y\,k_y=-k_x(k_y^2-k_z^2).
\]

Define \(\boldsymbol\Omega=\big(k_x(k_y^2-k_z^2),\,k_y(k_z^2-k_x^2),\,k_z(k_x^2-k_y^2)\big)\). Then \(\mathbf A\cdot K\mathbf k=-2\boldsymbol\Omega\cdot\boldsymbol\sigma\), and the spin part of \(T\) is

\[
iPP'Q\cdot i(g_1h_0-g_0h_1)(-2\boldsymbol\Omega\cdot\boldsymbol\sigma)=2PP'Q(g_1h_0-g_0h_1)\,\boldsymbol\Omega\cdot\boldsymbol\sigma .
\]

It is Hermitian, so \(T^\dagger\) doubles it:

\[
H_3=\gamma\,\boldsymbol\Omega\cdot\boldsymbol\sigma,\qquad \gamma=4PP'Q\,(g_1h_0-g_0h_1).
\]

Second order adds no spin term, because there \(\mathbf k^T\mathbf L\cdot\boldsymbol\sigma\,\mathbf k=-i\mathbf k\cdot(\mathbf k\times\boldsymbol\sigma)=0\).

The splitting is \(2|\gamma||\boldsymbol\Omega|\). It vanishes at this order along [100] and [111], where \(\boldsymbol\Omega=0\). Along [110], \(k_x=k_y=k/\sqrt2\) gives \(|\boldsymbol\Omega|=\sqrt2\,(k/\sqrt2)^3=k^3/2\), so the splitting is \(|\gamma|k^3\).

## (d) The four paths

**Resolve \(\gamma\) by intermediate multiplets and obtain its closed form.**

The projectors on \(j=\tfrac32\) and \(j=\tfrac12\) are \((2+\mathbf L\cdot\boldsymbol\sigma)/3\) and \((1-\mathbf L\cdot\boldsymbol\sigma)/3\), as inserting the eigenvalues \(1\) and \(-2\) confirms. Their coefficient pairs are \((\tfrac23,\tfrac13)\) and \((\tfrac13,-\tfrac13)\). The combination \(g_1h_0-g_0h_1\) is antisymmetric in the two pairs, so equal pairs give zero: the paths \(\Gamma_{8v}\)–\(\Gamma_{8c}\) and \(\Gamma_{7v}\)–\(\Gamma_{7c}\) drop out. The mixed paths have weights

\[
\Gamma_{8v}\text{–}\Gamma_{7c}:\ \tfrac13\cdot\tfrac13+\tfrac23\cdot\tfrac13=\tfrac13,
\qquad
\Gamma_{7v}\text{–}\Gamma_{8c}:\ -\tfrac13\cdot\tfrac23-\tfrac13\cdot\tfrac13=-\tfrac13 .
\]

The resolvent is positive for valence states (\(1/E_g\), \(1/E_7\)) and negative for the upper states (\(-1/D\), \(-1/D_8\)). Hence

\[
\boxed{\;\gamma=\frac43PP'Q\left[\frac1{(E_g+\Delta)(D+\Delta')}-\frac1{E_gD}\right]\;}
\]

Over a common denominator the numerator is \(E_gD-(E_g+\Delta)(D+\Delta')=-[\Delta(D+\Delta')+E_g\Delta']\), so

\[
\gamma=-\frac43PP'Q\,\frac{\Delta(D+\Delta')+E_g\Delta'}{E_g(E_g+\Delta)D(D+\Delta')} .
\]

Without spin-orbit coupling the two mixed paths cancel and \(\gamma=0\). For weak coupling,

\[
\gamma\simeq-\frac{4PP'Q}{3E_gD}\left(\frac{\Delta}{E_g}+\frac{\Delta'}{D}\right).
\]

For \(\Delta\to\infty\) the path through \(\Gamma_{7v}\) is removed and \(\gamma\) saturates at \(-4PP'Q/(3E_gD)\). The expansion requires couplings such as \(Pk\) to be small compared with the energy separations, so it fails when \(E_g\) or \(D\) closes.

## (e) Spin-orbit coupling between the triplets

**Restore \(\Delta^-\). Does \(\gamma\) still vanish when \(P'=0\)?**

For fixed \(j\), \(\mathbf L\cdot\boldsymbol\sigma\) is a number, and the triplet Hamiltonian reduces to a \(2\times2\) matrix in the space (valence, conduction):

\[
M_{3/2}=\begin{pmatrix}-E_g&\Delta^-/3\\ \Delta^-/3&D_8\end{pmatrix},\qquad
M_{1/2}=\begin{pmatrix}-E_7&-2\Delta^-/3\\ -2\Delta^-/3&D\end{pmatrix}.
\]

Here \(E_g\), \(E_7\), \(D\), \(D_8\) are diagonal parameters; the actual levels are the eigenvalues. The resolvent is \(G_0+G_1\mathbf L\cdot\boldsymbol\sigma\), where \(G_0\) and \(G_1\) are now symmetric \(2\times2\) matrices. Let \(\mathbf q=(P,P')^T\) and \(J=\begin{pmatrix}0&1\\-1&0\end{pmatrix}\). The coupling between the triplets is \(iQJK\), and both orders of the walk are contained in

\[
H_3=iQ\,\mathbf q^T\mathbf k^T(G_0+G_1\mathbf L\cdot\boldsymbol\sigma)JK(G_0+G_1\mathbf L\cdot\boldsymbol\sigma)\mathbf k\,\mathbf q .
\]

The terms with \(G_0JG_0\) and \(G_1JG_1\) vanish because \(J\) is antisymmetric. Put \(w=\mathbf q^TG_1JG_0\mathbf q=-\mathbf q^TG_0JG_1\mathbf q\). The spin rules of part (c) give

\[
H_3=iQ\cdot i\,[w-(-w)]\,\mathbf A\cdot K\mathbf k=4Qw\,\boldsymbol\Omega\cdot\boldsymbol\sigma .
\]

Let \(\mathbf a\) and \(\mathbf b\) solve \(-M_{3/2}\mathbf a=\mathbf q\) and \(-M_{1/2}\mathbf b=\mathbf q\). The projectors give \(G_1\mathbf q=(\mathbf a-\mathbf b)/3\) and \(G_0\mathbf q=(2\mathbf a+\mathbf b)/3\), so

\[
w=\tfrac19(\mathbf a-\mathbf b)^TJ(2\mathbf a+\mathbf b)=\tfrac19(\mathbf a^TJ\mathbf b-2\mathbf b^TJ\mathbf a)=\tfrac13\mathbf a^TJ\mathbf b,
\]

\[
\gamma=\frac{4Q}{3}\,(a_vb_c-a_cb_v).
\]

To first order in \(\Delta^-\), the two linear systems give

\[
a_v=\frac P{E_g}-\frac{\Delta^-P'}{3E_gD_8},\qquad a_c=-\frac{P'}{D_8}-\frac{\Delta^-P}{3E_gD_8},
\]

\[
b_v=\frac P{E_7}+\frac{2\Delta^-P'}{3E_7D},\qquad b_c=-\frac{P'}D+\frac{2\Delta^-P}{3E_7D}.
\]

The terms without \(\Delta^-\) reproduce part (d). The linear terms add

\[
\delta\gamma=\frac49Q\Delta^-\left\{\frac{P^2}{E_gE_7}\left[\frac2D+\frac1{D_8}\right]+\frac{P'^2}{DD_8}\left[\frac1{E_g}+\frac2{E_7}\right]\right\}.
\]

The answer is no. With \(P'=0\) the term in \(P^2Q\Delta^-\) survives: the electron leaves and returns through \(P\). Between these steps \(Q\) links the two triplets in one direction and spin-orbit coupling in the other, so no direct step through \(P'\) is needed. The sign of \(\Delta^-\) alone has no meaning: reversing the orbitals of either triplet reverses both \(Q\) and \(\Delta^-\). Only the product \(Q\Delta^-\), like \(PP'Q\), is independent of that choice, so a value of \(\Delta^-\) must be used with the signs of \(P\), \(P'\) and \(Q\) from the same convention.

## (f) Diamond

**Show that \(\gamma\) vanishes in the diamond structure.**

Diamond has an inversion centre at each bond midpoint. Inversion exchanges the two atoms \(A\) and \(B\) of the cell and reverses \(p\) orbitals. In the atomic-orbital picture of the three sets:

- the bonding valence combination \(p_A-p_B\) becomes \(-p_B+p_A\) and is even;
- the antibonding combination \(p_A+p_B\) of the upper triplet is odd;
- the antibonding singlet \(s_A-s_B\) is odd.

Momentum is odd, so it connects states of opposite parity. \(P\) and \(Q\) are allowed; \(P'\) would join two odd states and is forbidden. The operator \(\nabla V\times\mathbf p\) is even, so \(\Delta\) and \(\Delta'\) are allowed, while \(\Delta^-\) would join an even to an odd triplet and is forbidden. With \(P'=\Delta^-=0\), every term of \(\gamma\) vanishes.

The conclusion extends beyond third order. Let \(\Pi\) be the parity matrix, \(-1\) on \(S\) and the upper triplet and \(+1\) on the valence triplet. Then \(\Pi H(\mathbf k)\Pi=H(-\mathbf k)\), and time reversal \(\Theta\) also maps \(H(\mathbf k)\) to \(H(-\mathbf k)\). Their product commutes with \(H(\mathbf k)\), is antiunitary and squares to \(\Theta^2=-1\). A state \(\psi\) and its partner \(\Pi\Theta\psi\) are therefore orthogonal and have the same energy, at every \(\mathbf k\).

In zinc blende, exchanging the two atoms inverts the crystal. With the orbital signs chosen so that \(P\) and \(Q\) are unchanged, the two parity-forbidden couplings \(P'\) and \(\Delta^-\) change sign, so both \(PP'Q\) and \(Q\Delta^-\) are reversed, and \(\gamma\) with them. The sign of \(\gamma\) thus refers to a stated placement of the atoms.

## (g) Numbers

**Evaluate \(\gamma\) for \(E_g=0.11\), \(\Delta=0.025\), \(D=0.22\), \(\Delta'=0.01\) Ry and \(P=1.4\), \(P'=0.6\), \(Q=1.1\) Ry \(a_0\), first with \(\Delta^-=0\), then with \(\Delta^-=-0.004\) Ry.**

These are round model parameters. The prefactor is \(\tfrac43(1.4)(0.6)(1.1)=1.232\), and the two mixed paths give

\[
-\frac{1.232}{0.11\times0.22}=-50.91,\qquad \frac{1.232}{0.135\times0.23}=39.68\quad(\text{Ry}\,a_0^3).
\]

Their sum is \(\gamma=-11.23\) Ry \(a_0^3\), or \(-22.6\) eV Å\(^3\). The remainder is about 22% of the larger path. It grows slightly less than in proportion to the spin-orbit splittings: raising both by 10% raises \(|\gamma|\) by about 8%. Diagonalizing the \(14\times14\) matrix and extrapolating to \(k=0\) also gives \(-11.23\) Ry \(a_0^3\).

With \(\Delta^-\), the linear terms add \(-3.47\) (from \(P^2Q\)) and \(-0.33\) (from \(P'^2Q\)). The full formula gives \(\gamma=-15.03\) Ry \(a_0^3\), or \(-30.3\) eV Å\(^3\), again matched by diagonalization. Setting \(P'=0\) but keeping \(\Delta^-\) leaves \(-3.47\) Ry \(a_0^3\), which confirms part (e).

Along [110], with \(\Delta^-\) included, the cubic law compares with diagonalization as follows.

| \(k\) (\(1/a_0\)) | \(\lvert\gamma\rvert k^3\) (Ry) | 14-band splitting (Ry) |
|---|---|---|
| 0.005 | \(1.88\times10^{-6}\) | \(1.86\times10^{-6}\) |
| 0.010 | \(1.50\times10^{-5}\) | \(1.45\times10^{-5}\) |
| 0.020 | \(1.20\times10^{-4}\) | \(1.04\times10^{-4}\) |

Relative to the diagonalized splitting, the cubic law is too large by about 1%, 4% and 15%. The excess grows roughly fourfold per doubling of \(k\), as expected when the next term is of order \(k^5\). At \(k=0.02\), \(Pk/E_g\) is already 0.25.

The selection rules were tested separately on orbitals computed in plane waves for a model crystal with a smooth local potential. With the part of the potential that distinguishes the two atoms, \(|P'|=0.027\) Ry \(a_0\); without it, \(P'\) is zero to rounding, while \(|P|\) and \(|Q|\) stay above 1 Ry \(a_0\). The spin-orbit element between the triplets, relative to that within the valence triplet, falls from 0.49 to zero to rounding. The plane-wave basis is small, which leaves errors of up to about 7% in the nonzero values of \(|P'|\), of this ratio and of the product \(PP'Q\) given below. In this crystal \(P'\) is small while the coupling between the triplets is not, so the two effects of lost inversion symmetry need not be of similar strength. The ratio 0.49 is no estimate for a real material, because the smooth potential lacks the atomic cores. Exchanging the atoms changes \(PP'Q\) from \(0.034\) to \(-0.034\) (Ry \(a_0\))\(^3\), as part (f) requires. The remaining values are in the numerical output.

## Calculated quantities

```
Model parameters
  Eg = 0.11 Ry
  Delta = 0.025 Ry
  D = 0.22 Ry
  Delta' = 0.01 Ry
  P = 1.4 Ry a0
  P' = 0.6 Ry a0
  Q = 1.1 Ry a0
  Delta- (when included) = -0.004 Ry
Contributions to gamma, Delta- = 0
  path G7v-G7c: 0.0000 Ry a0^3
  path G7v-G8c: 39.6779 Ry a0^3
  path G8v-G7c: -50.9091 Ry a0^3
  path G8v-G8c: 0.0000 Ry a0^3
gamma, formula, Delta- = 0: -11.2312 Ry a0^3
gamma, 14x14 diagonalization: -11.2310 Ry a0^3
gamma, Delta- = 0, converted: -22.64 eV Angstrom^3
linear Delta- term with P^2 Q: -3.4686 Ry a0^3
linear Delta- term with P'^2 Q: -0.3326 Ry a0^3
gamma with Delta-, formula: -15.0277 Ry a0^3
gamma with Delta-, diagonalization: -15.0276 Ry a0^3
gamma with Delta-, converted: -30.30 eV Angstrom^3
gamma, P' = 0 but Delta- kept, formula: -3.4676 Ry a0^3
same, diagonalization: -3.4675 Ry a0^3
|gamma| without spin-orbit, diagonalization: 1.8e-09 Ry a0^3
Splitting along [110], Delta- included: |gamma|k^3, diagonalization
  k = 0.005 1/a0: 1.8785e-06 Ry, 1.8602e-06 Ry
  k = 0.010 1/a0: 1.5028e-05 Ry, 1.4462e-05 Ry
  k = 0.020 1/a0: 1.2022e-04 Ry, 1.0431e-04 Ry
Largest pair splitting of the 14 levels at k = (0.11, 0.05, -0.08) 1/a0
  P' = Delta- = 0: 1.7e-16 Ry
  P' and Delta- present: 3.936e-03 Ry
Plane-wave model crystal: |P|, |P'|, |Q| in Ry a0; |Delta-/Delta|
  zinc blende: 1.1997, 0.02727, 1.0371; 0.4939
  diamond: 1.2338, 3.818e-15, 1.0339; 4.32e-15
P P' Q, zinc blende: 0.0339 (Ry a0)^3
P P' Q, atoms exchanged: -0.0339 (Ry a0)^3
```
